# Corner rounding of a right-angled pattern under Gaussian blur

## Problem

A lithographic pattern has a right-angled corner. Before blurring, its intensity is 1 in the quadrant $x>0,\ y>0$ and 0 elsewhere. Blurring convolves this intensity with the normalized circular Gaussian

$$
G_s(x,y)=\frac{1}{2\pi s^2}\,e^{-(x^2+y^2)/2s^2},
$$

where $s$ is the standard deviation along each axis. The corner is large: every other edge of the pattern is many $s$ away. The printed outline is taken to be the contour on which the blurred intensity is half of its value deep inside the pattern.

(a) Find the blurred intensity $I(x,y)$. What happens to the outline far from the corner, and what is the intensity at the corner itself?

(b) Show that along the corner diagonal the outline retreats by about $0.77\,s$. Obtain the number without a table of the normal distribution.

(c) Show that this retreat is also the shortest distance from the ideal corner to the outline.

(d) Find how the outline moves if it lies at a general intensity $T$, with $0<T<1$, and how a small intensity error displaces it on the diagonal. What changes if an amplitude, rather than an intensity, is blurred?

(e) An electron beam writes an isolated square pad of side 400 nm on a photomask. The beam blur is 8 nm and the subsequent blur in the resist is 6 nm, both as standard deviations per axis. Find the retreat. Estimate the effects of the finite pad, a dose error of +5 %, backscattered electrons, the counting noise at a dose of 20 µC/cm², and a blur that is not Gaussian.

## Solution

### (a) The blurred corner

Each point $(x',y')$ of the bright quadrant contributes to the intensity at $(x,y)$ with weight $G_s(x-x',y-y')$. Both the Gaussian and the quadrant separate into an $x$ part and a $y$ part, so the double integral is a product:

$$
I(x,y)=\left[\int_0^\infty \frac{e^{-(x-x')^2/2s^2}}{\sqrt{2\pi}\,s}\,dx'\right]
\left[\int_0^\infty \frac{e^{-(y-y')^2/2s^2}}{\sqrt{2\pi}\,s}\,dy'\right].
$$

In the first bracket put $v=(x-x')/s$, so that $dx'=-s\,dv$. The limits $x'=0$ and $x'\to\infty$ become $v=x/s$ and $v\to-\infty$. The minus sign reverses the limits, and the bracket becomes

$$
\int_{-\infty}^{x/s}\varphi(v)\,dv=\Phi(x/s),\qquad \varphi(v)=\frac{e^{-v^2/2}}{\sqrt{2\pi}}.
$$

Here $\Phi$ is the cumulative normal function. It rises steadily from 0 to 1, and $\Phi(0)=1/2$ by symmetry. The second bracket is treated in the same way, so

$$
I(x,y)=\Phi(x/s)\,\Phi(y/s).
$$

Deep inside the pattern both factors tend to 1, so the half-intensity contour is $I=1/2$. Far up the vertical edge, $y\gg s$ and $I\approx\Phi(x/s)$. This equals $1/2$ at $x=0$: a straight edge stays in place, because it loses as much intensity to the dark side as it keeps there.

At the corner, $I(0,0)=\tfrac12\cdot\tfrac12=\tfrac14$. Only a quarter of the surroundings is bright, which is too little to reach the contour value. Since $I$ increases along the diagonal into the pattern, the contour must cross the diagonal inside the ideal corner.

### (b) The retreat along the diagonal

On the diagonal write $x=y=us$. The contour condition is

$$
\Phi(u)^2=\frac12 .
$$

Because $\Phi$ is positive, the positive root applies, $\Phi(u)=1/\sqrt2=0.70711$. Because $\Phi$ is increasing, there is one solution $u$. The distance from the corner to the point $(us,us)$ is $\sqrt{(us)^2+(us)^2}$, hence

$$
d=\sqrt2\,u\,s=\sqrt2\,s\,\Phi^{-1}\!\left(\frac{1}{\sqrt2}\right).
$$

To find $u$ by hand, subtract $\Phi(0)=1/2$ and multiply by $\sqrt{2\pi}$:

$$
\int_0^u e^{-v^2/2}\,dv=\sqrt{2\pi}\left(\frac1{\sqrt2}-\frac12\right)=0.51914 .
$$

The exponential series is $e^{-v^2/2}=1-v^2/2+v^4/8-v^6/48+\dots$. Integrated term by term, it gives

$$
u-\frac{u^3}{6}+\frac{u^5}{40}-\frac{u^7}{336}+\dots=0.51914 .
$$

The trial value $u=0.545$ makes the left side

$$
0.54500-0.02698+0.00120-0.00004=0.51918 .
$$

The next term, $u^9/3456$, is about $10^{-6}$ and may be dropped. The sum is too large by $0.00004$. The slope of the left side is $e^{-u^2/2}\approx0.86$, so $u$ must be lowered by about $0.00005$, to $u=0.54495$. Therefore

$$
d=\sqrt2\times0.54495\,s=0.7707\,s\approx0.77\,s .
$$

A calculation that does not use the product formula gives the same value. In polar coordinates around the observation point, a ray that leaves the bright quadrant after a distance $R$ loses the fraction $e^{-R^2/2s^2}$ of its Gaussian weight. Averaging this loss numerically over all directions and searching for $I=1/2$ on the diagonal gives $0.77068\,s$, in agreement with the formula to the digits shown.

The result also holds for a dark corner in a large bright field. The intensity is then $1-I$, and $1-I=1/2$ describes the same curve. In both polarities the outline cuts across the inside of the right angle.

### (c) The shortest distance

Let $S$ be the region where $I\ge1/2$. Neither factor of $I$ reaches 1 at a finite point. In $S$, therefore,

$$
\Phi(x/s)\ge\frac{1}{2\Phi(y/s)}>\frac12,
$$

so $x>0$, and likewise $y>0$. The whole region lies inside the ideal quadrant.

Next consider the curvature of $\ln\Phi(v)$. Its first derivative is $r=\varphi/\Phi$. Since $\varphi'=-v\varphi$ and $\Phi'=\varphi$, the second derivative is

$$
r'=\frac{\varphi'}{\Phi}-\frac{\varphi^2}{\Phi^2}=-vr-r^2=-r(v+r),
$$

which is negative for $v>0$. Hence $\ln I=\ln\Phi(x/s)+\ln\Phi(y/s)$ is concave in the quadrant. On a straight segment between two points of $S$, a concave function never falls below the smaller of its two end values, so the entire segment belongs to $S$. In other words, $S$ is convex.

A closed convex region has one point nearest to the corner. If there were two, at equal distances, their midpoint would also lie in $S$ and would be closer. Exchanging $x$ and $y$ leaves $S$ unchanged, so the nearest point must be its own mirror image and lie on the diagonal. The first point of $S$ on the diagonal is the crossing found in (b). Thus $d$ is the shortest distance.

The ray calculation shows how quickly the distance grows away from the diagonal. Seen from the ideal corner, the outline is $0.771\,s$ away at 45° to the edge, $0.815\,s$ at 30° and $0.993\,s$ at 15°.

### (d) Other contour levels, small errors and blurred amplitudes

**General level.** If the outline lies at $I=T$, a straight edge is found from $\Phi(x/s)=T$ and the diagonal crossing from $\Phi(u)^2=T$. With inward displacements counted as positive,

$$
e(T)=s\,\Phi^{-1}(T),\qquad d(T)=\sqrt2\,s\,\Phi^{-1}(\sqrt T).
$$

The displaced straight edges would meet at $(e,e)$, a distance $\sqrt2\,e$ along the diagonal from the ideal corner. Measured from that new corner, the retreat is

$$
d(T)-\sqrt2\,e(T)=\sqrt2\,s\left[\Phi^{-1}(\sqrt T)-\Phi^{-1}(T)\right].
$$

This is positive for $0<T<1$, because then $\sqrt T>T$. The two ways of measuring the retreat agree at $T=1/2$, where $e=0$.

**Small errors.** At a distance $\ell$ along the diagonal, $x=y=\ell/\sqrt2$ and $I=\Phi(\ell/\sqrt2 s)^2$. The chain rule gives

$$
\frac{dI}{d\ell}=2\,\Phi(u)\,\varphi(u)\,\frac{1}{\sqrt2\,s}=\frac{\sqrt2\,\Phi(u)\varphi(u)}{s}.
$$

At the half contour $\Phi(u)=1/\sqrt2$, so the slope is $\varphi(u)/s=0.3439/s$. To first order, a small extra intensity $\delta I$ moves the crossing outward by $\delta I\,s/0.3439$.

**Blurred amplitude.** Suppose that an amplitude with values 0 and 1 is blurred by the same Gaussian and then squared. Half intensity now requires $[\Phi(x/s)\Phi(y/s)]^2=1/2$, which means $T=1/\sqrt2$ for the blurred amplitude. The formulas above give $d=1.412\,s$, while the straight edges move inward by $0.545\,s$. Measured from the displaced edges, the retreat is $1.412\,s-\sqrt2\times0.545\,s=0.641\,s$. At half intensity the factor 0.77 is therefore lost. It returns if the outline is taken at a quarter of the intensity: then $T=1/2$ for the amplitude, the straight edges stay in place and $d=0.77\,s$. The factor belongs to the level at which the linearly blurred quantity is half of its clear value.

### (e) The mask pad

**Retreat.** The Fourier transform of a Gaussian of standard deviation $a$ is $e^{-a^2k^2/2}$. Successive convolutions multiply the transforms, so the variances add. With beam blur $a=8$ nm and resist blur $b=6$ nm,

$$
s=\sqrt{8^2+6^2}\ \text{nm}=10\ \text{nm},\qquad d=0.7707\times10\ \text{nm}=7.7\ \text{nm}.
$$

As a test, the whole pad was represented by 1 nm pixels and blurred first by 8 nm and then by 6 nm. The contour of this image crosses the diagonal at 7.704 nm, against 7.707 nm from the formula.

**Finite pad.** For a pad of side $L$, each factor becomes $\Phi(x/s)-\Phi((x-L)/s)$, where the second term is the intensity missing beyond the opposite edge. For $L=400$ nm, or $40s$, this changes the retreat by less than $10^{-6}$ nm. With the contour level held fixed, a 30 nm pad has a retreat of 8.0 nm. At $L=3s$ the distance from the ideal corner is thus only 0.3 nm larger than the large-corner result, but the pad is no longer large. Its centre reaches only 0.75 of the clear intensity, and the midpoints of its edges move inward by 2.0 nm, so that measured from those edges the retreat is 5.2 nm.

**Dose error.** A resist responds to the absolute exposure, so here and for backscattering the contour level is held at 0.5 of the nominal clear intensity. (A level redefined as half of the actual value deep inside would scale with the dose, and the outline would not move.) A dose 5 % too high multiplies $I$ by 1.05. The contour then lies at $T=0.5/1.05$ of the new clear intensity. The straight edges move outward by 0.60 nm and the corner contour by 0.69 nm, which leaves it 7.0 nm from the ideal corner.

**Backscattering.** Electrons returning from the substrate expose the resist over a much wider area. Let their total energy deposition be $\eta=0.5$ of the forward part, spread as $e^{-\rho^2/\beta^2}/(\pi\beta^2)$ with $\beta=10$ µm, where $\rho$ is the distance from the landing point. Since $L\ll\beta$, this density is nearly constant across the pad. The pad's own background at its corner is

$$
\frac{\eta L^2}{\pi\beta^2}=\frac{0.5\times(0.4)^2}{\pi\times10^2}\approx2.5\times10^{-4}
$$

of the clear forward dose. The slope on the diagonal is $0.3439/(10\ \text{nm})=0.0344$ per nm, so at the fixed contour level the contour moves outward by only 0.007 nm. If the level is instead taken as half of the value deep inside, which the background also raises, the shift is half as large.

A pad in a crowded neighbourhood behaves differently. If half of the area is exposed over several $\beta$ in every direction, the background is nearly uniform and equals $0.5\times0.5=0.25$. With the dose and the contour level unchanged, the forward part has to supply only $T=0.50-0.25=0.25$. This is the intensity at the ideal corner found in (a), so the contour passes through that corner. The corner is still rounded: the straight edges have moved outward by 6.7 nm, and measured from them the retreat is $\sqrt2\times6.745\ \text{nm}=9.5$ nm.

A common dose factor $K$ for the pad and its neighbourhood can restore the edges. At a straight edge the condition is $K(0.5+0.25)=0.5$, so $K=2/3$. With this factor the contour again lies where the forward part is half of its clear value, and the retreat returns to 7.7 nm.

**Counting noise.** The dose corresponds to

$$
D=\frac{20\times10^{-6}\ \text{C/cm}^2}{1.602\times10^{-19}\ \text{C}}=1.248\times10^{14}\ \text{cm}^{-2}=1.248\ \text{nm}^{-2}.
$$

The beam blur determines where electrons are likely to land, but each electron lands at one point. Only the resist blur, which acts after landing, averages over the random arrivals. The mean landing density is $D\,p(\mathbf r')$, with $p=\Phi(x'/a)\Phi(y'/a)$, and each electron adds $G_b(\mathbf r-\mathbf r')/D$ to the normalized intensity. For independent arrivals, the variance of the count in each small area equals its mean, so

$$
\sigma_I^2=\frac1D\int p(\mathbf r')\,G_b(\mathbf r-\mathbf r')^2\,d^2r'.
$$

Squaring the Gaussian gives

$$
G_b^2=\frac{e^{-\rho^2/b^2}}{4\pi^2b^4}=\frac{1}{4\pi b^2}\,\frac{e^{-\rho^2/b^2}}{\pi b^2}.
$$

The last fraction is a normalized Gaussian of variance $b^2/2$ per axis. Convolving it with $p$ adds this variance to $a^2$. At $x=y=t=us=5.45$ nm,

$$
\sigma_I=\frac{\Phi\!\left(t/\sqrt{a^2+b^2/2}\right)}{\sqrt{4\pi b^2D}}
=\frac{\Phi(5.45/\sqrt{82})}{\sqrt{4\pi\times36\times1.248}}=0.0306 .
$$

Simulating 4000 exposures with random electron numbers and landing points gave a standard deviation of 0.0306 and a mean intensity of 0.4997. Dividing by the slope turns the noise into a contour displacement of $0.0306/0.0344\approx0.9$ nm, to first order. This is one standard deviation at one corner, or about 12 % of the retreat. Random energy deposition and chemical reactions would add further noise.

**Shape of the blur.** Replace the Gaussian by a uniform disc of radius $R=2s$. Its variance per axis is $R^2/4=s^2$, the same as before. Straight edges remain in place, since an edge through the centre halves the disc. For a disc centred at $(vs,vs)$, the area inside the quadrant, in units of $s^2$, consists of a quarter disc, two strips of width $v$ and a square. Each strip has area

$$
\int_0^v\sqrt{4-q^2}\,dq=\tfrac12\left[v\sqrt{4-v^2}+4\arcsin(v/2)\right].
$$

Half intensity requires half the disc area $4\pi$:

$$
\pi+v\sqrt{4-v^2}+4\arcsin(v/2)+v^2=2\pi .
$$

The solution is $v=0.682$, for which the retreat is $\sqrt2\,vs=9.65$ nm. This is 25 % more than for the Gaussian of equal variance. Knowing the standard deviation of a blur is therefore not enough to fix the retreat; its shape matters as well.

**Comparison with real mask writing.** The blurs, the dose and the backscattering parameters are rough values for writing at about 50 keV in a chemically amplified resist. Less sensitive resists need higher doses, and with the blurs held fixed the counting noise then falls as $1/\sqrt D$. Of the effects estimated here, uncorrected backscatter from a crowded neighbourhood breaks the model most strongly: it moves the corner contour by the full 7.7 nm and the edges by 6.7 nm. A real blur need not be Gaussian either, and at equal variance its shape can move the retreat either way. The disc raises it by about 2 nm when it replaces the whole blur. It raises it only to 8.4 nm when it replaces the beam blur alone. A long-tailed kernel $e^{-\rho/\lambda}$ with $\lambda=s/\sqrt3$ lowers it to 5.9 nm. The model also omits resist depth, development kinetics and charging, whose effects are not estimated here. The 7.7 nm is thus the retreat of an intensity contour, not a prediction of the developed resist edge.

## Computed values

```
GENERAL RESULT (lengths in units of s)
intensity at the ideal corner: 0.2500
required Phi(u) = 1/sqrt(2): 0.70711
series target sqrt(2 pi)(1/sqrt2 - 1/2): 0.51914
series value at u = 0.545: 0.51918
u from the series: 0.54495
u from the inverse normal function: 0.54495
retreat d/s, formula: 0.77068
retreat d/s, ray integration: 0.77068
corner-to-contour distance/s at 15 deg: 0.9933
corner-to-contour distance/s at 30 deg: 0.8146
corner-to-contour distance/s at 45 deg: 0.7707
normal density phi(u) = s dI/dd: 0.3439
blurred amplitude, retreat d/s: 1.4116
blurred amplitude, straight-edge shift/s: 0.5450
EXAMPLE: ELECTRON-BEAM MASK WRITING (rough inputs)
beam blur: 8.0 nm
resist blur: 6.0 nm
total blur s: 10.0 nm
pad side: 400 nm
retreat, formula: 7.707 nm
retreat, twice-blurred pixel image: 7.704 nm
slope of I along the diagonal: 0.03439 per nm
NEGLECTED EFFECTS (positive = further inward)
finite 400 nm pad, change below: 1e-06 nm
retreat for a 30 nm pad: 8.016 nm
dose error: +5 %
dose error, corner contour shift: -0.692 nm
dose error, straight-edge shift: -0.597 nm
backscatter ratio: 0.50
backscatter range: 10 um
own backscatter at pad corner: 2.54e-04 of clear dose
own backscatter, corner shift: -0.0074 nm
neighbourhood filling: 0.50
neighbourhood background: 0.25 of clear dose
with it, contour from ideal corner: 0.000 nm
with it, straight-edge shift: -6.745 nm
with it, retreat from shifted edges: 9.539 nm
dose: 20 uC/cm2
electrons per area: 1.248 per nm2
noise of I at the contour, formula: 0.0306
noise of I at the contour, simulated: 0.0306
mean I at the contour, simulated: 0.4997
noise, contour displacement (std. dev.): 0.889 nm
uniform-disc blur, radius: 20.0 nm
uniform-disc blur, retreat: 9.651 nm
```
